# From the Rajagopal-Callaway Four-Current Functional to Spin-Only Kohn-Sham-Dirac Theory

A one-electron ion with a point nucleus of charge \(Z=80\) is placed in a uniform magnetic field for which \(\mu_BB=0.001\) eV, about 17 T, which is weak on the scale of its level spacings. The Dirac equation, with the field entering through the vector potential, raises the \(2p_{1/2}\), \(m=1/2\) level by \(0.301\times10^{-3}\) eV. If the field acts on the spin alone, the same level falls by \(0.349\times10^{-3}\) eV. The spin-only form of relativistic Kohn-Sham theory makes this second choice. To see what it leaves out, one must follow how it arises from a functional of the full current.

## The four-current functional

The algebra uses atomic units with electron charge \(-1\), and magnetic fields are scaled so that the momentum in a vector potential is \(\boldsymbol\pi=\mathbf p+\mathbf A/c\). All fields are static. The Dirac matrices are \(\boldsymbol\alpha\) and \(\beta\), and \(\boldsymbol\Sigma\) is the four-component spin matrix. For occupied orbitals \(\psi_i\), define

\[
n=\sum_i\psi_i^\dagger\psi_i,\qquad
\mathbf j=c\sum_i\psi_i^\dagger\boldsymbol\alpha\psi_i,\qquad
\mathbf s=\sum_i\psi_i^\dagger\beta\boldsymbol\Sigma\psi_i .
\]

Here \(\mathbf j\) is the number current; the charge current is \(-\mathbf j\). The pair \((n,\mathbf j)\) is the four-current.

The external potentials enter the energy linearly, through \(\int(nv+\mathbf j\cdot\mathbf A_{\rm ext}/c)\,d^3r\). The energy search can therefore be done in two stages: first over states with a given four-current, then over four-currents. The first stage defines a functional independent of the external potentials. This does not require a four-current to determine its potentials uniquely. It does require an energy that has been renormalised, referred to the vacuum and is bounded below, which is assumed here.

The Rajagopal-Callaway functional, written with non-interacting orbitals, is

\[
\begin{aligned}
E[n,\mathbf j]={}&T_s[n,\mathbf j]+\int\Big(nv+\frac1c\,\mathbf j\cdot\mathbf A_{\rm ext}\Big)d^3r
+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\\
&-\frac1{2c^2}\iint\frac{\mathbf j(\mathbf r)\cdot\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+E_{xc}[n,\mathbf j].
\end{aligned}
\]

\(T_s\) is the stationary value of \(\sum_i\langle\psi_i|c\boldsymbol\alpha\cdot\mathbf p+\beta c^2|\psi_i\rangle\) at the given four-current, and \(E_{xc}\) is defined as the remainder. It is assumed that the four-current can be produced by non-interacting electrons. Only electron states are occupied, and vacuum polarisation is left out of the orbital equation. The energy is stationary with respect to the orbitals, not a minimum, because the Dirac operator also has negative-energy states.

Now vary \(\psi_i^\dagger\), with a multiplier \(\varepsilon_i\) for normalisation. Since \(\delta\mathbf j=c\,\delta\psi_i^\dagger\boldsymbol\alpha\psi_i\), the derivative of the potential and interaction energy with respect to \(\mathbf j\) is multiplied by \(c\boldsymbol\alpha\). Calling that derivative \(\mathbf A_{\rm eff}/c\) gives

\[
\big[c\boldsymbol\alpha\cdot\mathbf p+\boldsymbol\alpha\cdot\mathbf A_{\rm eff}+\beta c^2+V_{\rm eff}\big]\psi_i=\varepsilon_i\psi_i, \tag{1}
\]

\[
V_{\rm eff}=v+\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+\frac{\delta E_{xc}}{\delta n},\qquad
\mathbf A_{\rm eff}=\mathbf A_{\rm ext}-\frac1c\int\frac{\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+c\frac{\delta E_{xc}}{\delta\mathbf j}.
\]

The factor \(1/2\) in the current-current energy disappears because either current may be varied. The minus sign is that of a vector potential produced by the charge current \(-\mathbf j\).

A static current satisfies \(\nabla\cdot\mathbf j=0\), so \(\delta E_{xc}/\delta\mathbf j\) is fixed only up to a gradient. Adding \(\nabla\chi\) to \(\mathbf A_{\rm eff}\) multiplies the orbitals by \(e^{-i\chi/c}\) and changes neither \(n\) nor \(\mathbf j\).

## First derivation: decompose the current, then vary

Drop the orbital index and the label "eff", and write equation (1) as \(\beta c^2\psi=(\varepsilon-V-c\boldsymbol\alpha\cdot\boldsymbol\pi)\psi\). Multiplication by \(\beta/c^2\), with \(\beta^2=1\), gives

\[
\psi=\frac{1}{c^2}\beta(\varepsilon-V)\psi-\frac1c\,\beta\alpha_l\pi_l\psi ,
\]

where repeated indices are summed. The current is real, so \(j_k=\frac c2\psi^\dagger\alpha_k\psi+\text{c.c.}\) Insert the expression for \(\psi\) on the right of this product.

The first term gives \(\frac{1}{2c}(\varepsilon-V)\psi^\dagger\alpha_k\beta\psi+\text{c.c.}\) Because \(\alpha_k\beta=-\beta\alpha_k\), the matrix \(\alpha_k\beta\) is anti-Hermitian and \(\psi^\dagger\alpha_k\beta\psi\) is imaginary. With \(\varepsilon-V\) real, the term cancels against its conjugate. This uses the fact that \(V\) is a local scalar.

In the second term, moving \(\beta\) to the left changes the sign:

\[
j_k=-\frac12\psi^\dagger\alpha_k\beta\alpha_l\pi_l\psi+\text{c.c.}
=\frac12\psi^\dagger\beta\alpha_k\alpha_l\pi_l\psi+\text{c.c.}
\]

Use \(\alpha_k\alpha_l=\delta_{kl}+i\epsilon_{klm}\Sigma_m\). The \(\delta_{kl}\) part is \(\mathrm{Re}\,\psi^\dagger\beta\pi_k\psi\). The other part is

\[
\frac i2\epsilon_{klm}\big[\psi^\dagger\beta\Sigma_m\pi_l\psi-(\pi_l\psi)^\dagger\beta\Sigma_m\psi\big]
=\frac i2\epsilon_{klm}(-i)\partial_l(\psi^\dagger\beta\Sigma_m\psi).
\]

The vector potential has cancelled between the two products, while the derivatives have combined into the derivative of a product. Since \(i(-i)=1\), summing over occupied orbitals yields the Gordon decomposition

\[
\mathbf j=\mathbf j_{\rm orb}+\frac12\nabla\times\mathbf s,\qquad
\mathbf j_{\rm orb}=\sum_i\mathrm{Re}\,\psi_i^\dagger\beta\boldsymbol\pi\psi_i. \tag{2}
\]

It holds for solutions of equation (1), at any strength of the local fields, and not for arbitrary trial spinors.

Let \(\mathbf B=\nabla\times\mathbf A\). From \(\nabla\cdot(\mathbf s\times\mathbf A)=\mathbf A\cdot(\nabla\times\mathbf s)-\mathbf s\cdot\mathbf B\), and with vanishing surface terms,

\[
\frac1c\int\mathbf j\cdot\mathbf A\,d^3r
=\frac1c\int\mathbf j_{\rm orb}\cdot\mathbf A\,d^3r+\frac1{2c}\int\mathbf s\cdot\mathbf B\,d^3r. \tag{3}
\]

The second term is the energy of a magnetisation \(\mathbf m=-\mathbf s/(2c)\) in the field, \(-\int\mathbf m\cdot\mathbf B\,d^3r\). The first is the orbital-current coupling. Written out, it is

\[
\frac1c\int\mathbf j_{\rm orb}\cdot\mathbf A\,d^3r=
\sum_i\int\Big[\frac1c\,\mathbf A\cdot\mathrm{Re}\,\psi_i^\dagger\beta\mathbf p\psi_i+\frac{A^2}{c^2}\,\psi_i^\dagger\beta\psi_i\Big]d^3r .
\]

The spin-only approximation replaces \(\mathbf j\) by \(\frac12\nabla\times\mathbf s\) wherever the current appears in the potential and interaction energy. The orbitals then have to be varied afresh, because equation (2) was a property of the old solutions. Let \(\mathbf A_{\rm eff}/c\) again be the derivative with respect to the current, now evaluated at \(\frac12\nabla\times\mathbf s\). A change \(\delta\mathbf s\) alters the energy by

\[
\int\frac{\mathbf A_{\rm eff}}c\cdot\frac12\nabla\times\delta\mathbf s\,d^3r
=\frac1{2c}\int\mathbf B_{\rm eff}\cdot\delta\mathbf s\,d^3r,\qquad \mathbf B_{\rm eff}=\nabla\times\mathbf A_{\rm eff}.
\]

With \(\delta\mathbf s=\delta\psi_i^\dagger\beta\boldsymbol\Sigma\psi_i\), stationarity gives the spin-only relativistic Kohn-Sham equation:

\[
\Big[c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V_{\rm eff}+\frac1{2c}\beta\boldsymbol\Sigma\cdot\mathbf B_{\rm eff}\Big]\psi_i=\varepsilon_i\psi_i. \tag{4}
\]

The field \(\mathbf B_{\rm eff}\) obtained in this way is a curl and has no sources. Practical local spin-density functionals depend on \(\mathbf s\) itself, not just on its curl, and their exchange-correlation field can have sources. For a non-uniform model density with a divergence-free \(\mathbf s\), the numerical check finds a largest divergence of 0.025 in model units for the derivative of the local exchange energy with respect to \(\mathbf s\). The exchange magnetic field in equation (4) is \(2c\) times this derivative, so it has sources too. Using such a functional in equation (4) is thus a further change of theory.

The orbitals of equation (4) also obey a modified decomposition. The new potential adds \(-\frac1{2c^3}B_l\Sigma_l\psi\) to the expression for \(\psi\), and hence adds to \(j_k\)

\[
-\frac{B_l}{4c^2}\psi^\dagger(\alpha_k\Sigma_l+\Sigma_l\alpha_k)\psi
=-\frac{B_k}{2c^2}\psi^\dagger\gamma_5\psi .
\]

Here \(\alpha_k=\gamma_5\Sigma_k\), \(\gamma_5\) commutes with \(\boldsymbol\Sigma\), and \(\Sigma_k\Sigma_l+\Sigma_l\Sigma_k=2\delta_{kl}\). For each orbital of equation (4), therefore,

\[
c\psi^\dagger\boldsymbol\alpha\psi=\mathrm{Re}\,\psi^\dagger\beta\mathbf p\psi+\frac12\nabla\times(\psi^\dagger\beta\boldsymbol\Sigma\psi)-\frac{\mathbf B_{\rm eff}}{2c^2}\psi^\dagger\gamma_5\psi .
\]

An orbital current can still flow in a spin-only calculation. What has been removed is its coupling to the magnetic potentials.

## Second derivation: rotate the Hamiltonian

The same equation can be reached from the operator in equation (1), without decomposing the current. Treat the self-consistent \(V\) and \(\mathbf A\) as given functions, and set

\[
H_0=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad H=H_0+\boldsymbol\alpha\cdot\mathbf A,\qquad K=\beta\boldsymbol\alpha\cdot\mathbf A .
\]

The commutator \([K,H_0]\) has three parts.

- The scalar \(V\) commutes with \(K\), because both are local and \(V\) multiplies the unit matrix.
- For the rest-energy term, \(\beta(\boldsymbol\alpha\cdot\mathbf A)\beta=-\boldsymbol\alpha\cdot\mathbf A\), so \([K,\beta c^2]=-c^2\boldsymbol\alpha\cdot\mathbf A-c^2\boldsymbol\alpha\cdot\mathbf A=-2c^2\boldsymbol\alpha\cdot\mathbf A\).
- For the kinetic term, moving \(\beta\) to the left turns the commutator into an anticommutator:

\[
[K,c\boldsymbol\alpha\cdot\mathbf p]=c\beta\big[(\boldsymbol\alpha\cdot\mathbf A)(\boldsymbol\alpha\cdot\mathbf p)+(\boldsymbol\alpha\cdot\mathbf p)(\boldsymbol\alpha\cdot\mathbf A)\big].
\]

The product rule for \(\alpha_k\alpha_l\) turns the square bracket into \(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+i\boldsymbol\Sigma\cdot(\mathbf A\times\mathbf p+\mathbf p\times\mathbf A)\). Acting on a function, \(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p=-i\nabla\times\mathbf A\), so the last term is \(\boldsymbol\Sigma\cdot\mathbf B\). Solving for \(\boldsymbol\alpha\cdot\mathbf A\) gives

\[
\boldsymbol\alpha\cdot\mathbf A=G-\frac1{2c^2}[K,H_0],\qquad
G=\frac1{2c}\beta\big(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+\boldsymbol\Sigma\cdot\mathbf B\big). \tag{5}
\]

This is an operator identity. The commutator has zero expectation value in an eigenstate of \(H_0\), but between eigenstates \(a\) and \(b\) its matrix element is \((E_b-E_a)K_{ab}\). The two forms of the coupling therefore give the same first-order energy without being the same operator.

The commutator can be removed to first order by a rotation. Let \(X=-K/(2c^2)\). Since \(K^\dagger=-K\), the matrix \(e^X\) is unitary. Put \(\psi=e^X\psi'\), so that \(\psi'\) obeys an equation with

\[
H'=e^{-X}He^X=H_0+\boldsymbol\alpha\cdot\mathbf A+[H_0,X]+O(A^2).
\]

Here \([H_0,X]=-\frac1{2c^2}[H_0,K]=\frac1{2c^2}[K,H_0]\), which cancels the commutator in equation (5). Hence

\[
H'=H_0+\frac1{2c}\beta(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A)+\frac1{2c}\beta\boldsymbol\Sigma\cdot\mathbf B+O(A^2). \tag{6}
\]

Dropping the middle, orbital term and the second-order remainder gives the Hamiltonian of equation (4) for the given fields.

The rotation also shows what happens to the densities. Because \(X\) is a local matrix, \(\psi^\dagger\psi=\psi'^\dagger\psi'\) at each point, so the density is unchanged. For the current,

\[
[\alpha_k,X]=-\frac{A_l}{2c^2}(\alpha_k\beta\alpha_l-\beta\alpha_l\alpha_k)
=\frac{A_l}{2c^2}\beta(\alpha_k\alpha_l+\alpha_l\alpha_k)=\frac{A_k}{c^2}\beta,
\]

and therefore, to first order in the explicit \(\mathbf A\),

\[
\mathbf j=c\psi'^\dagger\boldsymbol\alpha\psi'+\frac{\mathbf A}{c}\psi'^\dagger\beta\psi'.
\]

The second term is the diamagnetic current, which was hidden in \(c\psi^\dagger\boldsymbol\alpha\psi\).

The second-order part of \(H'\) is \([\boldsymbol\alpha\cdot\mathbf A,X]+\frac12[[H_0,X],X]\). Equation (5) gives \([H_0,X]=G-\boldsymbol\alpha\cdot\mathbf A\), so this part equals \(\frac12[\boldsymbol\alpha\cdot\mathbf A,X]+\frac12[G,X]\). Contracting the commutator just found with \(A_k\) gives \([\boldsymbol\alpha\cdot\mathbf A,X]=\beta A^2/c^2\). The result is

\[
\frac{1}{2c^2}\beta A^2+\frac12[G,X].
\]

The first term is the usual diamagnetic energy with its factor \(1/2\). The second connects upper and lower components, since \(G\) does not mix them and \(X\) does. The spin-only equation contains neither. It is therefore unsuitable for the diamagnetic response of a closed shell, even where no first-order orbital moment is present.

## What the dropped term does in an atom

For a uniform field along \(z\), take \(\mathbf A=\frac12\mathbf B\times\mathbf r\). It has no divergence, and \(\mathbf A\cdot\mathbf p=\frac12\mathbf B\cdot\mathbf L\) with \(\mathbf L=\mathbf r\times\mathbf p\). With \(\mu_B=1/(2c)\), equation (5) gives the first-order shift

\[
\Delta E=\mu_BB\,\langle\beta L_z\rangle+\mu_BB\,\langle\beta\Sigma_z\rangle .
\]

Equation (4) keeps the second term. In equation (1) for the one-electron ion, the electron's Hartree and exchange-correlation self-terms cancel, so with radiative corrections omitted the effective fields are the external ones. The same external fields are put into equation (4), so that the comparison isolates the coupling. The cancellation itself cannot simply be carried over to the spin-only functional: every one-electron current obeys \(|\mathbf j|\le cn\), but close to a point nucleus \(\frac12\nabla\times\mathbf s\) of the \(1s\) state exceeds this bound.

Let \(Q\) be the weight of the lower two components and \(P=1-Q\) that of the upper two. The matrix \(\beta\) counts the lower part with a minus sign. For \(2p_{1/2}\), \(m=1/2\), the upper part has \(l=1\), with spin-up probability \(1/3\) and spin-down probability \(2/3\). Hence \(\langle\Sigma_z\rangle=-1/3\) there, and \(\langle L_z\rangle=\frac12-\frac12(-\frac13)=\frac23\). The lower part has \(l=0\), so its values are 1 and 0. With \(Q=0.02409\) and \(P=0.97591\),

\[
\langle\beta\Sigma_z\rangle=-\frac P3-Q=-0.3494,\qquad
\langle\beta L_z\rangle=\frac{2P}3=0.6506 .
\]

Their sum is 0.3012. Multiplied by 0.001 eV, this is the upward shift quoted at the start, and the spin term alone is the downward one. The reversal is not caused by the high nuclear charge. As \(Q\to0\) the full factor tends to \(1/3\) and the spin-only factor to \(-1/3\).

The three states compare as follows, with shifts in \(10^{-3}\) eV:

| State | Full | Spin-only | Dropped |
|---|---:|---:|---:|
| \(1s_{1/2}\), \(m=1/2\) | 0.875 | 0.937 | −0.063 |
| \(2p_{1/2}\), \(m=1/2\) | 0.301 | −0.349 | 0.651 |
| \(2p_{3/2}\), \(m=3/2\) | 1.930 | 0.991 | 0.939 |

For \(1s_{1/2}\) the upper part has \(l=0\) and no orbital moment. The dropped shift comes from the lower part, which has \(l=1\) and \(\langle L_z\rangle=2/3\): \(-\frac23Q=-\frac23(0.09405)=-0.0627\). The spin-only shift is too large by \(0.0627/0.8746\), or 7 per cent of the full shift. A nucleus of realistic size changes these \(1s\) numbers by up to 0.0002 and leaves the \(2p\) shifts unchanged to the digits shown. For \(2p_{3/2}\) the missing part is \(0.939/1.930\), or 49 per cent of the full shift.

First-order theory is adequate here. The two \(2p\) levels have binding energies of about 24.62 and 22.25 keV, a separation of 2.37 keV, compared with shifts of 0.002 eV or less. The \(2s_{1/2}\) level is degenerate with \(2p_{1/2}\) in this model, but the field coupling conserves parity and does not mix them.

This \(2p\) separation is present without any magnetic field, and equations (1) and (4) then coincide. Dropping the orbital-current coupling thus leaves in place the spin-orbit coupling that comes from \(V_{\rm eff}\). In an open shell with several electrons it does remove the cross term between orbital and spin currents in the current-current energy, the spin-other-orbit interaction, which in light atoms can be as large as the part that is kept.

## What each derivation assumes

Both routes need static fields and a local scalar \(V\). In the first, locality makes the scalar potential cancel from the current; in the second, it makes \(V\) commute with \(K\). Neither proof applies as written to a non-local exchange operator.

The first route works at the level of the functional. Its decomposition holds for any field strength, but only on solutions of equation (1). The approximation is the replacement of \(\mathbf j\) by \(\frac12\nabla\times\mathbf s\) in the energy, followed by a new variation. This route requires the representability assumptions of density-functional theory, and in return it says how \(\mathbf B_{\rm eff}\) is to be recalculated from \(\mathbf s\) during self-consistency.

The second route needs no energy functional once the potentials are given, and its identity (5) holds for operators. Its limitation is the expansion in \(\mathbf A\): the orbital term is dropped at first order and everything else at second order. It gives no rule for updating the fields after the orbital term has gone, so self-consistency must be supplied by the first route.

The numerical check shows that the orbital coupling can also matter away from spherical symmetry. Consider a periodic model cell with the speed of light reduced to 2 and fields that do not vary along \(z\), and take the lowest electron state with wave number 0.5 in that direction. The vector potential is scaled by a common factor, and the derivative of this state's energy with respect to that factor, taken where the factor is 1, is \(-0.0274\) in model units. Equation (3) divides this into \(0.0251\) from the orbital current and \(-0.0525\) from the spin. For that state the spin term alone has the right sign but nearly twice the right size. This slope is taken at full field strength and is not a first-order energy: in the gauge used, the orbital part consists of \(0.0349\) from the \(A^2\) term and \(-0.0098\) from the momentum term.

By equation (3), the approximation is reasonable for first-order magnetic energies in a given field when \(\int\mathbf j_{\rm orb}\cdot\mathbf A_{\rm eff}\,d^3r\) is small compared with \(\frac12\int\mathbf s\cdot\mathbf B_{\rm eff}\,d^3r\), as for the \(1s\) state. Where an open shell carries an orbital moment comparable with its spin moment, as in the two \(2p\) states, the current coupling of equation (1) has to be kept for the response to an applied field. The examples here use given fields only; they do not show how much the orbital current matters for the self-consistent exchange-correlation field of a real magnetic material.

## Values computed for the example and the checks

```
PERIODIC CELL (model units, reduced light speed)
light speed in the cell test: 2.0
relative error of current decomposition: 2.6e-07
relative error if orbital current dropped: 0.933
error of operator identity: 1.7e-16
largest commutator matrix element: 0.0842
energy slope, finite difference: -0.027408
energy slope, orbital part: 0.025123
energy slope, spin part: -0.052531
gamma5 current, largest value: 1.15e-02
error with gamma5 current included: 3.3e-07
variation error, four-current: 6.1e-09
variation error, spin-only: 1.3e-08
largest divergence, local exchange field: 0.0248
largest divergence, curl field: 1.4e-15
ONE-ELECTRON ION IN A UNIFORM FIELD
nuclear charge Z: 80
field energy mu_B B: 0.0010 eV
state 1s1/2, m = 0.5
  binding energy: 96115.8 eV
  mean radius: 0.00868 angstrom
  lower-component weight: 0.09405
  <beta Sigma_z>: 0.93730
  <beta L_z>: -0.06270
  full shift, direct: 0.87460 x 1e-3 eV
  spin-only shift: 0.93730 x 1e-3 eV
  dropped shift: -0.06270 x 1e-3 eV
state 2p1/2, m = 0.5
  binding energy: 24622.2 eV
  mean radius: 0.02777 angstrom
  lower-component weight: 0.02409
  <beta Sigma_z>: -0.34939
  <beta L_z>: 0.65061
  full shift, direct: 0.30121 x 1e-3 eV
  spin-only shift: -0.34939 x 1e-3 eV
  dropped shift: 0.65061 x 1e-3 eV
state 2p3/2, m = 1.5
  binding energy: 22253.7 eV
  mean radius: 0.03192 angstrom
  lower-component weight: 0.02177
  <beta Sigma_z>: 0.99129
  <beta L_z>: 0.93903
  full shift, direct: 1.93032 x 1e-3 eV
  spin-only shift: 0.99129 x 1e-3 eV
  dropped shift: 0.93903 x 1e-3 eV
```
